# Why BCS gap iteration is slow, and how Newton's method helps

## Question

I am solving the zero-temperature BCS gap equation by putting the old gap into the right-hand side and taking the result as the new gap:

$$\Delta\;\to\;F(\Delta)=g\,\Delta\,\operatorname{asinh}\!\left(\frac{\hbar\omega_D}{\Delta}\right).$$

My parameters are $g=0.25$ and $\hbar\omega_D=30$ meV, and I start from $\Delta=30$ meV. The first few steps are quick, but then the error falls by only a quarter per step. Mixing half of the old gap with half of the new one makes it slower still.

The exercise says that the slope of $F$ at the solution is "about $1-g$ in weak coupling", and that a Newton step will accelerate the loop. I don't see where $1-g$ comes from, since the formula has an overall factor $g$ and I expected a small slope. I also tried Newton from 0.364 meV, and the next gap was about $-3.5$ meV. What is going on?

## Answer

The overall factor $g$ is misleading because the inverse hyperbolic sine is large at the solution: it equals $1/g$ there. The product of the two is 1, and the slope is 1 minus something small. To see this, and to see what went wrong with Newton, it helps to begin with what one turn of the loop does.

### Where the loop comes from

Write $W=\hbar\omega_D$ for the cutoff energy. The model has an attraction $-V$ between pairs of states whose energies $\xi$, measured from the Fermi level, satisfy $|\xi|<W$. The density of states per spin, $N(0)$, is taken as constant in this shell, and $g=N(0)V>0$. The gap is real, positive and independent of $\xi$.

In mean-field theory the electron state $k\uparrow$ is coupled to the hole state of $-k\downarrow$ by the matrix

$$h=\begin{pmatrix}\xi&-\Delta\\-\Delta&-\xi\end{pmatrix},\qquad h^2=(\xi^2+\Delta^2)\,\mathbb 1 .$$

Its eigenvalues are therefore $\pm E$ with $E=\sqrt{\xi^2+\Delta^2}$. At zero temperature the lower state is filled. The projector onto it is $P=\tfrac12(\mathbb 1-h/E)$, because this gives 1 when $h=-E$ and 0 when $h=+E$. The pair amplitude is its off-diagonal element:

$$\langle c_{-k\downarrow}c_{k\uparrow}\rangle=P_{12}=\frac{\Delta}{2E}.$$

The new gap is $V$ times the sum of these amplitudes. Replacing the sum by an integral over the shell gives

$$\Delta_{\rm new}=g\int_{-W}^{W}\frac{\Delta}{2E}\,d\xi
=g\int_0^W\frac{\Delta\,d\xi}{\sqrt{\xi^2+\Delta^2}}
=g\,\Delta\,\operatorname{asinh}\frac{W}{\Delta}.$$

The second form uses the evenness of the integrand, and the third follows from the substitution $\xi=\Delta\sinh t$. One iteration thus means: diagonalize with the old gap, fill the lower states, and compute the gap that their pairing produces.

### The solution and the slope

For $\Delta>0$, the condition $F(\Delta)=\Delta$ can be divided by $\Delta$:

$$g\operatorname{asinh}\frac{W}{\Delta_*}=1
\quad\Longrightarrow\quad
\Delta_*=\frac{W}{\sinh(1/g)} .$$

This is the only positive solution, since $\operatorname{asinh}(W/\Delta)$ decreases steadily with $\Delta$. For small $g$, $\sinh(1/g)\approx\tfrac12e^{1/g}$, so $\Delta_*\approx2We^{-1/g}$. With your numbers,

$$\Delta_*=\frac{30\ \text{meV}}{\sinh 4}=1.0993\ \text{meV},$$

or about $1.76\times10^{-15}$ erg. I keep more digits than the model deserves as physics because we need them to follow the convergence.

Now differentiate $F$. The chain rule gives

$$\frac{d}{d\Delta}\operatorname{asinh}\frac W\Delta
=\frac{1}{\sqrt{1+W^2/\Delta^2}}\left(-\frac{W}{\Delta^2}\right)
=-\frac{c}{\Delta},
\qquad c=\frac{W}{\sqrt{W^2+\Delta^2}} .$$

The product rule then gives

$$F'(\Delta)=g\operatorname{asinh}\frac W\Delta-g\,c .$$

At the solution the first term is 1. In the second, $W/\Delta_*=\sinh(1/g)$, so

$$c_*=\frac{W/\Delta_*}{\sqrt{1+(W/\Delta_*)^2}}
=\frac{\sinh(1/g)}{\cosh(1/g)}=\tanh\frac1g .$$

Hence, for any $g>0$ in this model,

$$\boxed{F'(\Delta_*)=1-g\tanh\frac1g}$$

In weak coupling $\tanh(1/g)\approx1-2e^{-2/g}$, and

$$F'(\Delta_*)\approx1-g+2g\,e^{-2/g}.$$

The correction to $1-g$ is exponentially small. For $g=0.25$ the slope is 0.7502, against $1-g=0.75$. This is your loss of a quarter of the error per step.

The two terms of $F'$ have a simple meaning. Suppose the trial gap is 1% too large. If the asinh did not change, the output would also be 1% too large, and nothing would pull the gap back; that is the 1. The restoring effect comes from the change of the asinh, which is only logarithmic when $\Delta\ll W$. It supplies the $-g$.

### Why the plain loop converges, and how slowly

First, $F'$ is positive everywhere. With $x=W/\Delta$, we have $F'/g=\operatorname{asinh}x-x/\sqrt{1+x^2}$. This vanishes at $x=0$, and its derivative with respect to $x$ is

$$\frac1{\sqrt{1+x^2}}-\frac1{(1+x^2)^{3/2}}=\frac{x^2}{(1+x^2)^{3/2}}>0 .$$

So $F$ is an increasing function. If $\Delta>\Delta_*$, then $g\operatorname{asinh}(W/\Delta)<1$, which means $F(\Delta)<\Delta$, while monotonicity gives $F(\Delta)>F(\Delta_*)=\Delta_*$. The iterates descend without crossing $\Delta_*$. Below $\Delta_*$ both inequalities are reversed and the iterates climb. A monotone bounded sequence has a limit, and by continuity this limit is a positive fixed point, hence $\Delta_*$. The normal solution $\Delta=0$ repels the iteration, because $F/\Delta$ grows without bound as $\Delta\to0$.

Near $\Delta_*$, the error is multiplied by $F'(\Delta_*)$ at each step. One decimal digit therefore costs

$$\frac{\ln10}{-\ln F'(\Delta_*)}\approx\frac{2.3}{g}\quad\text{steps for small }g .$$

At $g=0.25$ the left-hand side gives 8.0 steps; the estimate $2.3/g$ gives 9.2, about one step too many. Reducing the relative error from $10^{-4}$ to $10^{-10}$ took 49 steps, in agreement with $6\times8.0$ when whole steps are counted.

The slow rate also affects the stopping criterion. Let $d_n=\Delta_n-\Delta_*$. Near the solution $d_{n+1}\approx F'(\Delta_*)\,d_n$, so

$$\Delta_n-\Delta_{n+1}=d_n-d_{n+1}\approx[1-F'(\Delta_*)]\,d_n
\quad\Longrightarrow\quad
d_n\approx\frac{\Delta_n-\Delta_{n+1}}{1-F'(\Delta_*)} .$$

The error of $\Delta_n$ is about $1/g$ times the change that follows it, here a factor of 4.0. A small change is not yet a small error.

### The Newton step

Newton's method looks for the zero of the residual $R(\Delta)=\Delta-F(\Delta)$, whose derivative is $1-F'(\Delta)$:

$$\Delta_{\rm new}=\Delta-\frac{\Delta-F(\Delta)}{1-F'(\Delta)} .$$

The derivative needs no second pass through the loop, since $F'=F/\Delta-gc$.

Compare this with linear mixing, $\Delta_{\rm new}=\Delta+\alpha\,[F(\Delta)-\Delta]$. Newton chooses $\alpha=1/(1-F')$, which near the solution is about $1/g$, or 4.0 in your case. Wherever $0<F'<1$ it lengthens the step; where $F'>1$, at small gaps, $\alpha$ is negative and the step is reversed (about $-38$ at 0.364 meV). This weight is right only near the solution: a fixed $\alpha=4$ from 30 meV steps to $-63.6$ meV and diverges. Your half-and-half mixing has $\alpha=0.5$, and the slope of the mixed map is

$$1-\alpha\,[1-F'(\Delta_*)]=1-0.5\times0.25\approx0.875,$$

which is worse than 0.75. Damping helps a loop that overshoots; this one approaches from one side and stops short.

Here is one Newton step taken after ten plain steps. The tenth iterate is $\Delta=1.214474$ meV, and the loop returns $F=1.184247$ meV. Since $\Delta\ll W$, $c=0.9992$, so

$$F'=\frac{1.18425}{1.21447}-0.25\times0.9992=0.7253,$$

$$\Delta_{\rm new}=1.21447-\frac{0.03023}{0.2747}=1.1044\ \text{meV}.$$

The relative error drops from 10.5% to 0.47%. The plain loop would need 11 more steps to do as well.

### Why Newton's final convergence does not slow down at small $g$

Let $d=\Delta-\Delta_*$, and expand about $\Delta_*$, where $R=0$:

$$R(\Delta)\approx R'_*d+\tfrac12R''_*d^2,\qquad R'(\Delta)\approx R'_*+R''_*d .$$

The error after the step is

$$d_{\rm new}=d-\frac{R}{R'}=\frac{R'd-R}{R'}\approx\frac{R''_*}{2R'_*}\,d^2 .$$

We need $R''=-F''$. From $dc/d\Delta=-W\Delta/(W^2+\Delta^2)^{3/2}=-(c/\Delta)(1-c^2)$,

$$F''=g\left(-\frac c\Delta\right)+g\,\frac c\Delta\,(1-c^2)=-\frac{g\,c^3}{\Delta} .$$

At the solution $R'_*=g\,c_*$, so $g$ cancels from the prefactor:

$$\frac{R''_*}{2R'_*}=\frac{g\,c_*^3/\Delta_*}{2g\,c_*}=\frac{c_*^2}{2\Delta_*} .$$

For the relative error $\varepsilon=d/\Delta_*$ this means

$$\varepsilon_{\rm new}\approx\tfrac12\tanh^2\!\left(\frac1g\right)\varepsilon^2 .$$

The constant is never larger than $\tfrac12$. A small $g$ makes the residual shallow, but Newton divides by that same small slope. This holds close to the solution. From $\Delta=W$ the total count still grows as $g$ falls below 1 (3 steps at $g=1$ and 7 at $g=0.2$ in the last table), because the start lies a factor $\sinh(1/g)$ above $\Delta_*$. At $g=2$ this factor is less than 1, so that row starts below $\Delta_*$ and is not part of the trend. Starting from 30 meV, the iterates are

| Newton step | $\Delta$ (meV) | relative error |
|---:|---:|---:|
| 0 | 30.0000 | 26 |
| 1 | 5.5449 | 4.0 |
| 2 | 2.1024 | 0.91 |
| 3 | 1.2749 | 0.16 |
| 4 | 1.1103 | $1.0\times10^{-2}$ |
| 5 | 1.0994 | $4.9\times10^{-5}$ |
| 6 | 1.0993 | $1.2\times10^{-9}$ |

In the last rows each error is about half the square of the one before.

### Why your Newton step gave a negative gap

Because $F''<0$, the residual $R$ is convex. It tends to zero as $\Delta\to0$, dips below zero, and returns to zero at $\Delta_*$. Its minimum is where $F'=1$, and there Newton's denominator vanishes.

In weak coupling we can locate this point. For $\Delta\ll W$, set $s=\Delta/\Delta_*$ and use $\operatorname{asinh}(W/\Delta)\approx\ln(2W/\Delta)$, $c\approx1$ and $\ln(2W/\Delta_*)\approx1/g$. Then

$$\frac F\Delta\approx1-g\ln s,\qquad 1-F'\approx g(1+\ln s),$$

and Newton's step becomes

$$s_{\rm new}\approx s-\frac{s\,g\ln s}{g(1+\ln s)}=\frac{s}{1+\ln s} .$$

The denominator vanishes at $s=1/e\approx0.368$. For your parameters the exact limit is 0.4043 meV, which is $0.3678\,\Delta_*$. There are three cases, and convexity settles each of them without the weak-coupling approximation.

- **Below the minimum**, $R'<0$. The tangent to a convex curve lies below the curve, so its value at $\Delta=0$ is negative: $R-R'\Delta<0$. Dividing $R<R'\Delta$ by the negative $R'$ gives $R/R'>\Delta$, so $\Delta_{\rm new}<0$. Your start at 0.364 meV is in this region.
- **Between the minimum and $\Delta_*$**, $R'>0$. The tangent drawn at the current $\Delta$ lies below the curve, and at $\Delta_*$ the curve is zero, so $R+R'(\Delta_*-\Delta)<0$, which rearranges to $\Delta_{\rm new}>\Delta_*$. The step overshoots: 0.44477 meV goes to 4.67 meV.
- **Above $\Delta_*$**, the same inequality prevents a crossing, and $R/R'>0$ makes the gap decrease. Newton then descends to $\Delta_*$.

A negative gap is not by itself a failure. The integral that defines the loop is odd in $\Delta$, and $-\Delta_*$ is the same state with the sign of the pair amplitude reversed. The closed form valid for both signs is $g\Delta\operatorname{asinh}(W/|\Delta|)$. With it, the weak-coupling step gives $|s_{\rm new}|\approx|s|/|1+\ln|s||$. For $e^{-2}<|s|<e^{-1}$ the magnitude grows until it leaves this interval: from 0.364 meV the iterates are $-3.46$, $-1.61$, $-1.17$, $-1.10$ meV and converge to $-\Delta_*$. For $|s|<e^{-2}\approx0.135$ the magnitude shrinks, and Newton falls into the normal solution $\Delta=0$. If instead the positive-gap formula $g\Delta\operatorname{asinh}(W/\Delta)$, which is even in $\Delta$, is used at negative $\Delta$ together with $F'=F/\Delta-gc$, your start goes to $-3.46$, $-0.44$, $-0.044$ meV and drifts to zero.

To keep every iterate positive, start Newton from above. The choice $\Delta=W$ is safe if $W>\Delta_*$, that is, if $\sinh(1/g)>1$. Alternatively, take some plain steps first.

### Removing the restriction

The gap equation is nearly linear in $\ln\Delta$ when $\Delta\ll W$, which suggests applying Newton to that variable. Let $y=\ln\Delta$ and solve

$$G(y)=g\operatorname{asinh}(We^{-y})-1=0 .$$

Since $d/dy=\Delta\,d/d\Delta$, the derivatives are

$$G'=-g\,c,\qquad G''=-g\,\Delta\frac{dc}{d\Delta}=g\,c\,(1-c^2)>0 .$$

The Newton step $y_{\rm new}=y-G/G'$, written for the gap, is

$$\Delta_{\rm new}=\Delta\,\exp\!\left[\frac{F(\Delta)/\Delta-1}{g\,c}\right].$$

The result is positive by construction. As $G$ is decreasing and convex, its tangent reaches zero at or below $y_*$. After the first step the iterates therefore lie at or below the solution, where $G\ge0$, and they climb to it. In exact arithmetic this works from any positive start. On a computer, avoid starts far above $W$: there the exponent is about $-\Delta/(gW)$, and the exponential can underflow to zero.

From 30 meV, where $F/\Delta=0.22034$ and $c=1/\sqrt2$, the first step is

$$\Delta_{\rm new}=30\,\exp\!\left[\frac{0.22034-1}{0.25\times0.7071}\right]=0.3645\ \text{meV}.$$

This is a value from which ordinary Newton would step to a negative gap. The next two iterates are 1.09907 and 1.09931 meV, the last with a relative error of $3\times10^{-11}$.

The same error expansion as before, with $\delta=\ln(\Delta/\Delta_*)$, gives

$$\delta_{\rm new}\approx\frac{G''_*}{2G'_*}\,\delta^2=-\frac{1-c_*^2}{2}\,\delta^2=-\frac{\delta^2}{2\cosh^2(1/g)} .$$

In weak coupling the coefficient is about $-2e^{-2/g}$, so the method improves as $g$ decreases.

### How far "about $1-g$" can be trusted

These are the slopes, and the steps needed from $\Delta=W$ to a relative error of $10^{-10}$:

| $g$ | slope | plain steps | Newton steps |
|---:|---:|---:|---:|
| 0.20 | 0.800 | 107 | 7 |
| 0.25 | 0.750 | 83 | 7 |
| 0.50 | 0.518 | 35 | 5 |
| 1.00 | 0.238 | 15 | 3 |
| 2.00 | 0.076 | 9 | 4 |

At $g=1$ the estimate $1-g$ would give zero, and at $g=2$ it would give $-1$, wrongly suggesting an oscillation that does not die out. The full slope stays between 0 and 1, because $0<\tanh(y)/y<1$ for $y=1/g>0$. For large $g$, the expansion $\tanh y\approx y-y^3/3$ turns it into $1/(3g^2)$. These rows describe the map; a gap comparable to the cutoff is outside the weak-coupling regime.

The numerical check obtains the loop by diagonalizing the $2\times2$ matrices and measures its slope by finite differences, so the formulas for $F$, $F'$, $\Delta_*$, the Newton constant $\tfrac12\tanh^2(1/g)$ and the point where $F'=1$ are compared with a calculation that does not use them. The iterates, the step counts and the logarithmic Newton step are then computed from the closed forms checked in this way.

## Values computed for the example and the checks

```
coupling g = 0.25
cutoff hbar*omega_D = 30.0 meV
omega_D = 4.5578e+13 rad/s
gap D* = 1.099307 meV
gap D* = 1.7613e-15 erg
weak-coupling gap 2W exp(-1/g) = 1.098938 meV
slope at D*, finite difference = 0.750168
1 - g tanh(1/g) = 0.750168
1 - g = 0.750000
observed error ratio, steps 40 to 41 = 0.750165
plain steps per decimal digit = 8.010
plain steps from error 1e-4 to 1e-10 = 49
error / last change at step 40 = 4.0026
Newton mixing weight at D* = 4.0027
plain loop: step, gap (meV), relative error
   0  30.000000 2.629e+01
   1   6.610302 5.013e+00
   2   3.664814 2.334e+00
   3   2.564707 1.333e+00
   5   1.714635 5.597e-01
  10   1.214474 1.048e-01
  11   1.184247 7.727e-02
  20   1.105410 5.551e-03
  40   1.099326 1.762e-05
Newton: step, gap (meV), relative error
   0  30.000000 2.629e+01
   1   5.544873 4.044e+00
   2   2.102427 9.125e-01
   3   1.274886 1.597e-01
   4   1.110340 1.004e-02
   5   1.099361 4.946e-05
   6   1.099307 1.222e-09
Newton in ln D: step, gap (meV), relative error
   0  30.000000 2.629e+01
   1   0.364508 -6.684e-01
   2   1.099068 -2.171e-04
   3   1.099307 -3.161e-11
Newton after 10 plain steps: gap = 1.104430 meV
  its relative error = 4.660e-03
  plain steps needed instead = 11
Newton limit (slope 1) = 0.404332 meV
  limit / D* = 0.36781, 1/e = 0.36788
  start 0.363899 meV goes to -3.454438 meV
  start 0.444765 meV goes to 4.667389 meV
steps to error 1e-10, Newton in ln D = 3
g, D*/W, slope, Newton constant, steps to 1e-10: plain, Newton
  0.20 0.013477 0.800018 0.4991 107 7
  0.25 0.036644 0.750168 0.4985 83 7
  0.50 0.275721 0.517986 0.4639 35 5
  1.00 0.850918 0.238406 0.2894 15 3
  2.00 1.919035 0.075766 0.1065 9 4
```
